# Thermal averaging of the spin-precession phase in spin-transfer torque

## Question

A ferromagnetic layer occupies $0<x<d$ and is magnetized along $z$. Electrons arrive from the left at normal incidence, in one transport channel, with spin along $+x$. The leads are non-magnetic. Majority electrons (up, meaning spin angular momentum along $+z$; their magnetic moment points the opposite way) have the same kinetic energy $E$ in the layer as in the leads. For minority electrons (down) the band bottom in the layer is higher by the exchange splitting $\Delta$, with $E>\Delta$. The electron mass $m$ is the same everywhere, and passage is coherent.

A small voltage $V$ raises the occupation of the incoming polarized states by the energy $eV>0$; all other occupations stay fixed. The torque asked for is the part caused by $V$. The torque that exists without voltage is not counted, nor are electrons that return after reflection in the polarizer.

**(a)** Find the transverse torque on the layer per unit incident flux in terms of the transmission amplitudes, and show that it is the exchange torque summed over the layer.

**(b)** Find the precession phase of the transmitted spin and its energy slope $a$ at the Fermi energy $\mu$.

**(c)** Write the torque linear in $V$ at temperature $T$ as an energy average.

**(d)** Take the phase as linear in energy and evaluate the average. By what factor does temperature reduce the oscillating torque?

**(e)** Discuss the limits of this factor, its meaning, and the voltage up to which linear response holds.

**(f)** Evaluate the torque for $E=5$ eV at the Fermi energy, $\Delta=2$ eV, $d=3$ nm, $T=300$ K and $V=10$ mV. At what thickness would the factor be one half?

**(g)** Is thermal averaging what removes the torque oscillation in a metallic spin valve?

## Model answers

### (a) Torque from the loss of spin flux

The incident spinor is $(1,1)/\sqrt2$. Let $\psi_\uparrow$ and $\psi_\downarrow$ be the scattering states for unit incident amplitude, so that the full spinor is $(\psi_\uparrow,\psi_\downarrow)/\sqrt2$. Since $\sigma_x+i\sigma_y=2|\!\uparrow\rangle\langle\downarrow\!|$, its local expectation value is $\psi_\uparrow^*\psi_\downarrow$. The matching flux is

$$J=\frac{\hbar}{2mi}\left(\psi_\uparrow^*\psi_\downarrow'-\psi_\downarrow\psi_\uparrow^{*\prime}\right).$$

Each unit of this flux carries angular momentum $\hbar/2$.

Let $k$ be the lead wave number and $v=\hbar k/m$. On the left, $\psi_\uparrow=e^{ikx}$ has no reflected part, and $\psi_\downarrow=e^{ikx}+re^{-ikx}$. Then

$$\psi_\uparrow^*\psi_\downarrow'=ik-ikr\,e^{-2ikx},\qquad \psi_\downarrow\psi_\uparrow^{*\prime}=-ik-ikr\,e^{-2ikx}.$$

The terms in $r$ cancel in the difference, which is $2ik$, so $J(0)=v$. On the right, $\psi_\sigma=t_\sigma e^{ik(x-d)}$, and the same calculation gives $J(d)=v\,t_\uparrow^*t_\downarrow$. The layer receives what the electrons lose:

$$\frac{J(0)-J(d)}{v}=1-t_\uparrow^*t_\downarrow .$$

To identify this with the exchange torque, use the Schrödinger equations inside the layer,

$$\psi_\uparrow''=-\frac{2m}{\hbar^2}E\,\psi_\uparrow,\qquad \psi_\downarrow''=-\frac{2m}{\hbar^2}(E-\Delta)\psi_\downarrow .$$

When $J$ is differentiated, the products of first derivatives cancel, leaving

$$J'=\frac{\hbar}{2mi}\left(\psi_\uparrow^*\psi_\downarrow''-\psi_\downarrow\psi_\uparrow^{*\prime\prime}\right)=\frac{\hbar}{2mi}\,\frac{2m\Delta}{\hbar^2}\,\psi_\uparrow^*\psi_\downarrow=-\frac{i\Delta}{\hbar}\psi_\uparrow^*\psi_\downarrow .$$

Integration over the layer gives

$$1-t_\uparrow^*t_\downarrow=\frac{i\Delta}{\hbar v}\int_0^d\psi_\uparrow^*\psi_\downarrow\,dx .$$

The right side is the precession caused by the exchange field, added up over the layer. The factor $i$ shows that the local torque is perpendicular to the local transverse spin.

### (b) Phase and slope

The wave numbers in the layer are $k_\uparrow=\sqrt{2mE}/\hbar=k$ and $k_\downarrow=\sqrt{2m(E-\Delta)}/\hbar$. The majority amplitude is $t_\uparrow=e^{ik_\uparrow d}$. If the weak minority reflection at the two faces is neglected, $t_\downarrow=e^{ik_\downarrow d}$. Hence

$$t_\uparrow^*t_\downarrow=e^{-i\phi},\qquad \phi(E)=(k_\uparrow-k_\downarrow)d .$$

Because $dk_\sigma/dE=1/(\hbar v_\sigma)$, the slope at the Fermi energy is

$$a=\left.\frac{d\phi}{dE}\right|_\mu=d\left(\frac1{\hbar v_\uparrow}-\frac1{\hbar v_\downarrow}\right).$$

Minority electrons are slower here, so $a<0$. The product $\hbar a=d/v_\uparrow-d/v_\downarrow$ is the difference of the two transit times.

### (c) Linear response

One channel with one spin state delivers the flux $dE/(2\pi\hbar)$ from an occupied energy interval $dE$: the velocity cancels against the one-dimensional density of states. Multiplication by $\hbar/2$ gives the prefactor $1/(4\pi)$. With $f(E)=1/(e^{(E-\mu)/kT}+1)$, where $kT$ now denotes the thermal energy, the voltage changes the incoming occupation by

$$f(E-eV)-f(E)\simeq eV\left(-\frac{df}{dE}\right).$$

The torque is therefore

$$\tau_x+i\tau_y=\frac{eV}{4\pi}\int dE\left(-\frac{df}{dE}\right)\left[1-e^{-i\phi(E)}\right].$$

The weight $-df/dE$ is positive, even about $\mu$, and has unit area if the band edge lies many $kT$ below $\mu$. The integral may then run over all energies.

### (d) The thermal average

Write $\phi=\phi_0+a(E-\mu)$, $u=(E-\mu)/kT$ and $s=akT$. The required integral is

$$I(s)=\int_{-\infty}^{\infty}e^{isu}\,\frac{e^u}{(1+e^u)^2}\,du .$$

The torque contains $e^{-isu}$, but the weight is even in $u$, so both signs give the same real value.

For $s\neq0$, integrate $g(z)=e^{isz}e^z/(1+e^z)^2$ counterclockwise around the rectangle with corners $\pm R$ and $\pm R+2\pi i$. On the vertical sides $|e^{isz}|$ stays bounded, while the other factor falls as $e^{-R}$, so these sides vanish for $R\to\infty$. On the upper side $g(u+2\pi i)=e^{-2\pi s}g(u)$, and the path runs backwards. The four sides together give $(1-e^{-2\pi s})I(s)$.

Inside the rectangle $1+e^z$ vanishes at $z=i\pi$ alone. Put $z=i\pi+w$, so that $e^z=-e^w$:

$$\frac{e^z}{(1+e^z)^2}=\frac{-e^w}{(1-e^w)^2}=-\frac{1}{4\sinh^2(w/2)}=-\frac1{w^2}+\frac1{12}+\dots$$

Also $e^{isz}=e^{-\pi s}(1+isw+\dots)$. The coefficient of $1/w$ in the product is the residue, $-is\,e^{-\pi s}$. The residue theorem gives

$$(1-e^{-2\pi s})I(s)=2\pi i\left(-is\,e^{-\pi s}\right)=2\pi s\,e^{-\pi s}.$$

Since $1-e^{-2\pi s}=2e^{-\pi s}\sinh\pi s$,

$$I(s)=\frac{\pi s}{\sinh\pi s},\qquad D\equiv\frac{\pi akT}{\sinh(\pi akT)} .$$

At $s=0$ the integral is the unit area, which agrees with the limit. The torque becomes

$$\tau_x+i\tau_y=\frac{eV}{4\pi}\left(1-D\,e^{-i\phi_0}\right),$$

or, in components,

$$\tau_x=\frac{eV}{4\pi}(1-D\cos\phi_0),\qquad \tau_y=\frac{eV}{4\pi}D\sin\phi_0 .$$

The factor $D$ multiplies the oscillating part. The constant part, which is the incoming spin flux, is not reduced.

### (e) Limits, meaning and range

With $y=\pi akT$, the expansion $\sinh y=y+y^3/6+\dots$ gives, for $|y|\ll1$,

$$D\simeq1-\frac{(\pi akT)^2}{6}.$$

For $|y|\gg1$, $\sinh|y|\simeq e^{|y|}/2$ and

$$D\simeq2\pi|a|kT\,e^{-\pi|a|kT}.$$

Electrons of different energy leave the layer with different spin angles, and their transverse spins partly cancel. Cancellation is strong once the transit-time difference $\hbar|a|$ clearly exceeds $\hbar/(\pi kT)$. The factor is even in $a$, so it does not matter which spin is faster.

For a finite voltage, write the occupation change without approximation as

$$f(E-eV)-f(E)=\int_0^{eV}d\eta\left[-f'(E-\eta)\right].$$

Each shifted weight is centred at $\mu+\eta$ and averages the phase factor to $De^{-i(\phi_0+a\eta)}$. The remaining integral is

$$\frac1{eV}\int_0^{eV}e^{-ia\eta}d\eta=\frac{1-e^{-iaeV}}{iaeV}=e^{-iaeV/2}\,\frac{\sin(aeV/2)}{aeV/2}.$$

Thus $De^{-i\phi_0}$ acquires a phase shift and a second reduction factor. Within the linear-phase model, linear response requires $|a|eV/2\ll1$; no separate condition $eV\ll kT$ appears.

The result for $D$ fails if the transmission modulus varies appreciably over a few $kT$, as near a sharp resonance, if the phase is noticeably curved there, or if a band edge lies within a few $kT$ of $\mu$.

### (f) Numbers

The wave numbers are $k_\uparrow=11.456$ and $k_\downarrow=8.874$ nm$^{-1}$. The phase is

$$\phi_0=(11.4558-8.8736)\times3\simeq7.747\ \text{rad},$$

about 1.23 turns; a full turn takes 2.43 nm.

For a free electron $\hbar v=2E_{\rm kin}/k$. This gives $\hbar v_\uparrow=10/11.456=0.873$ eV nm and $\hbar v_\downarrow=6/8.874=0.676$ eV nm. Hence

$$a=3\left(\frac1{0.873}-\frac1{0.676}\right)\simeq-1.00\ \text{rad/eV}.$$

With $kT=0.02585$ eV,

$$\pi|a|kT=0.0812,\qquad D=\frac{0.0812}{\sinh0.0812}=0.9989 .$$

The oscillating part loses 0.11 % of its amplitude. The torque scale is $eV/4\pi=10/(4\pi)=0.796$ meV. With $\cos\phi_0=0.107$ and $\sin\phi_0=0.994$,

$$\tau_x=0.796\,(1-0.9989\times0.107)=0.711\ \text{meV},$$

$$\tau_y=0.796\times0.9989\times0.994=0.790\ \text{meV}.$$

These are $1.14\times10^{-22}$ J and $1.27\times10^{-22}$ J for one channel. Setting $D=1$ would change $\tau_y$ to 0.791 meV and $\tau_x$ by only $10^{-4}$ meV. Through $D$, temperature slightly raises $\tau_x$, because $\cos\phi_0>0$ and the subtracted oscillation becomes smaller. The phase curvature left out of the linear model raises it by about a further $3\times10^{-4}$ meV.

At fixed temperature and bands, $a\propto d$. The factor is 0.988 at 10 nm, 0.898 at 30 nm and 0.363 at 100 nm. The equation $y/\sinh y=1/2$ has the solution $y=2.177$, so

$$d_{1/2}=3\ \text{nm}\times\frac{2.177}{0.0812}\simeq80\ \text{nm}.$$

At 10 mV, $|a|eV/2=0.005$ rad, and the finite-voltage loss of oscillation amplitude is about $4\times10^{-6}$. The accompanying phase shift matters more: it lowers $\tau_x$ by about 0.004 meV, or 0.6 %, which exceeds the thermal change. Linear response is thus good to better than one percent here. The torque values above also neglect minority reflection, which lowers $\tau_y$ by about 3 %, to roughly 0.77 meV.

### (g) What removes the oscillation

In this model thermal averaging does not. The following estimates keep $d=3$ nm. They treat the effects separately, and the factors should not be multiplied as if the effects were independent.

**Transverse channels.** A real layer has many channels with different angles of incidence and so different precession phases. Moreover, in the channels with transverse energy above $E-\Delta$, a fraction $\Delta/E=0.4$ of all, the minority wave is evanescent in the layer and almost wholly reflected, so these channels add almost nothing to the oscillating term. Summing them at the Fermi energy, with minority reflection included, leaves an oscillating term of modulus 0.179 per channel, against 1 for the ideal single channel. Thermal averaging then lowers this modulus by a further 0.10 % of its value.

**Roughness.** For a Gaussian thickness variation of rms size $w$, averaging multiplies the phase factor at the mean thickness by $e^{-(k_\uparrow-k_\downarrow)^2w^2/2}$. A rough value $w=0.2$ nm gives 0.875 at normal incidence.

**Scattering.** Let the coherent intensities fall as $e^{-d/\lambda_\sigma}$. The product of the two amplitudes then falls as $e^{-d/(2\lambda_\uparrow)-d/(2\lambda_\downarrow)}$. Rough mean free paths of 6 nm (up) and 1 nm (down) give 0.174. At the half-reduction thickness of 80.4 nm this factor is about $4\times10^{-21}$, so with these paths the thermal half-reduction could not be seen.

**Magnetization.** If warming lowers the splitting by 1 % at fixed majority energy, the phase shifts by $-0.089$ rad. With minority reflection neglected and the change of splitting taken as rigid and uniform, this moves the oscillation without damping it. In a real ferromagnet the magnetization falls largely through spin fluctuations, which, like phonons, also shorten the mean free paths; temperature then damps the oscillation through scattering, an effect separate from $D$. Phase curvature gives a far smaller shift, $4\times10^{-4}$ rad.

**Minority reflection.** In the single channel it lowers $|t_\uparrow^*t_\downarrow|$ at the Fermi energy to 0.9685. The modulus of the thermal average is then 0.04 % larger than this value, not smaller. Phase spreading cannot cause an increase, because the modulus of an average never exceeds the average modulus. The transmission modulus itself must therefore be larger, on average, at neighbouring energies. Matching the waves at both faces gives

$$|t_\downarrow|^2=\left[1+\frac14\left(\frac{k_\uparrow}{k_\downarrow}-\frac{k_\downarrow}{k_\uparrow}\right)^2\sin^2k_\downarrow d\right]^{-1}.$$

Here $k_\downarrow d=26.62$ and $|\sin k_\downarrow d|=0.997$, so the layer sits close to a transmission minimum. At this thickness the small thermal correction for the complete slab thus differs even in sign from $D-1$.

**Comparison with devices.** A free layer a few nanometres thick, a splitting of order 1–2 eV and operation near room temperature are roughly typical of metallic spin valves with 3d ferromagnets. The free-electron minority band is the weak assumption: real d-like states can be much slower. If $v_\downarrow$ were three times smaller, with all else fixed, then $a=3/0.873-9/0.676\simeq-9.9$ rad/eV and the formula gives $D\simeq0.90$. Such a velocity mismatch also reflects strongly: the amplitude $(v_\uparrow-v_\downarrow)/(v_\uparrow+v_\downarrow)$ at each face is about 0.59. The constant-modulus assumption then fails, and 0.90 gives only the order of the effect. For a minority mass $3m$ with the same $k_\downarrow$, thermal averaging raises the single-channel modulus by about 8 % at 3.0 nm and lowers it by about a third at 3.2 nm. The loss of 0.11 % is therefore a value for this band model, not a bound for real layers. Memory cells with a tunnel barrier are a different case: their bias can reach some tenths of a volt, and the barrier makes transmission depend on energy, so the constant-modulus assumption must be examined anew.

The inputs and main results of (f) and (g) are listed in the numerical output below; the other numbers follow from them by the formulas shown or by matching the waves at the two faces.

## Computed results

```
majority kinetic energy (input): 5.0 eV
exchange splitting (input): 2.0 eV
layer thickness (input): 3.0 nm
temperature (input): 300 K
voltage (input): 10 mV
thermal energy kT: 25.852 meV
majority wave number: 11.4558 1/nm
minority wave number: 8.8736 1/nm
precession length 2pi/(k_up-k_dn): 2.433 nm
phase phi0: 7.7465 rad
phase slope a: -1.0001 rad/eV
argument pi |a| kT: 0.08122 (no unit)
thermal factor D: 0.998901 (no unit)
thermal loss 1-D: 1.099e-03 (no unit)
torque scale eV/(4 pi): 0.7958 meV
torque x, with D: 0.71050 meV
torque y, with D: 0.79031 meV
torque x, D set to 1: 0.71040 meV
torque y, D set to 1: 0.79118 meV
thickness 10 nm: a = -3.334 rad/eV, D = 0.98789
thickness 30 nm: a = -10.001 rad/eV, D = 0.89796
thickness 100 nm: a = -33.336 rad/eV, D = 0.36284
D at 400 K, 3 nm: 0.998048 (no unit)
argument for D = 1/2: 2.1773 (no unit)
thickness for D = 1/2 at 300 K: 80.4 nm
--- effects outside the model, 3 nm unless stated ---
phase shift from curvature: 4.34e-04 rad
thermal weight below minority band edge: 4.0e-51 (no unit)
|t_up* t_dn| with minority reflection: 0.9685 (no unit)
its thermal loss of modulus: -4.354e-04 (no unit)
modulus after transverse sum: 0.1788 (no unit)
shift of that sum on doubling mesh: 2.0e-09 (no unit)
thermal/cold modulus after that sum: 0.99903 (no unit)
rms roughness (rough input): 0.2 nm
factor from roughness: 0.8752 (no unit)
mean free paths up, down (rough input): 6, 1 nm
factor from scattering: 0.1738 (no unit)
scattering factor at D = 1/2 thickness: 4.2e-21 (no unit)
phase shift, splitting 1 % smaller: -0.0886 rad
phase shift from finite voltage: -0.00500 rad
amplitude loss from finite voltage: 4.2e-06 (no unit)
```
